The effective repulsion of two coalescing electrons in a finite basis

One bohr (0.5292 Å) from the nucleus of an oxygen atom, on the axis of the doubly occupied 2p orbital, two electrons of opposite spin placed at the same point have an effective repulsion, in the sense defined below, of 2.3445 hartree (63.80 eV) when the atom is described by a UHF determinant in the cc-pVTZ basis. The Coulomb repulsion 1/r12 is infinite there. The finite number corresponds to an inverse length μ = 2.0778 bohr⁻¹, and the same construction gives 1.6117 bohr⁻¹ in cc-pVDZ and 2.7680 bohr⁻¹ in cc-pVQZ.

Q. The Hamiltonian contains 1/r12 whatever the basis. In what sense is the repulsion finite?

A. A finite basis sees only the matrix elements of 1/r12, and these can be rewritten as a real-space function that is finite at r12 = 0. Use Hartree atomic units and real orbitals. Let B be the one-electron space of the basis, {φ_p} an orthonormal basis of it, and

(pr|qs) = ∫∫ φ_p(r1) φ_r(r1) φ_q(r2) φ_s(r2) / r12 dr1 dr2.

Let Ψ be a normalized real state built from orbitals of B. The field operator then acts on it as ψ_σ(r)|Ψ⟩ = Σ_p φ_p(r) a_pσ|Ψ⟩. The density of pairs with an α electron at r1 and a β electron at r2 is

n2(r1,r2) = ⟨ψ†_α(r1) ψ†_β(r2) ψ_β(r2) ψ_α(r1)⟩ = Σ_{tu,rs} Γ(tu,rs) φ_t(r1) φ_r(r1) φ_u(r2) φ_s(r2),

Γ(tu,rs) = ⟨a†_tα a†_uβ a_sβ a_rα⟩.

The repulsion operator is ½ Σ_σσ' ∫∫ ψ†_σ(r1) ψ†_σ'(r2) ψ_σ'(r2) ψ_σ(r1)/r12. In its βα term, rename r1 ↔ r2, then swap the two creators and the two annihilators. The two minus signs cancel and the αβ term results. The two equal terms remove the ½, so the opposite-spin energy is

E_αβ = ∫∫ n2(r1,r2)/r12 dr1 dr2 = Σ_{tu,rs} Γ(tu,rs) (tr|us).

Now write (tr|us) = Σ_pq δ_pt δ_qu (pr|qs), and use orthonormality to replace δ_pt by ∫φ_p(r1)φ_t(r1) dr1 and δ_qu by ∫φ_q(r2)φ_u(r2) dr2. This gives E_αβ = ∫∫ f dr1 dr2 with

f(r1,r2) = Σ_{pq} Σ_{tu,rs} φ_p(r1) φ_q(r2) (pr|qs) Γ(tu,rs) φ_t(r1) φ_u(r2).

Define, wherever n2 ≠ 0,

W(r1,r2) = f(r1,r2) / n2(r1,r2).

Then ∫∫ W n2 = ∫∫ n2/r12: W gives the same energy as 1/r12. Since f is a finite sum of bounded functions, W is finite at r1 = r2.

Q. One integral cannot fix a function of six variables. The constant E_αβ/(N_α N_β) satisfies your sum rule as well, since n2 integrates to N_α N_β.

A. That is right, and so does W + g/n2 for any g that integrates to zero. W is a definition, and the sum rule is a property of it. What singles it out is the meaning of the p,q sum. With the projector kernel P(r,r') = Σ_p φ_p(r)φ_p(r'), writing out the integral (pr|qs) gives

Σ_pq φ_p(r1) φ_q(r2) (pr|qs) = ∫∫ P(r1,r') P(r2,r'') φ_r(r') φ_s(r'') / |r' − r''| dr' dr''.

This is the function φ_rφ_s/r12 projected onto B for each electron. For two electrons in the state Σ c_rs a†_rα a†_sβ|0⟩, applying a_sβ a_rα leaves c_rs|0⟩, so Γ(tu,rs) = c_tu c_rs. With Φ(r1,r2) = Σ c_rs φ_r(r1)φ_s(r2) one finds n2 = Φ², f = Φ · PP[Φ/r12] and W = PP[Φ/r12]/Φ. So W is the multiplicative factor that imitates "multiply by 1/r12, then project".

The constant has no correct limit for a complete basis, while W does. Hold Ψ fixed and enlarge B. The function φ_rφ_s/r12 is square integrable, because 1/r12² is integrable at the origin in three dimensions, so its projection converges to it in the mean-square sense and f tends to n2/r12 in that sense. Mean-square convergence says nothing about single points, so growth of W(r,r) with the basis is expected but is not guaranteed point by point.

Q. Why only opposite spins? Electrons of the same spin repel too.

A. They drop out at coalescence. For same spin the matrix is ⟨a†_tα a†_uα a_sα a_rα⟩, which changes sign under t ↔ u because creators anticommute. At r1 = r2 = r both f and n2 contain it multiplied by φ_t(r)φ_u(r), which is symmetric in t and u. Renaming t ↔ u shows that each sum equals its own negative and is zero. The βα functions are the αβ functions with r1 and r2 exchanged (rename the indices of the two electrons and use (pr|qs) = (qs|pr)), so at coalescence they equal them. The spin-summed ratio at r1 = r2 is therefore (2f + 0)/(2n2 + 0) = W(r,r). The convention that counts αβ and βα doubles both f and n2 and leaves W unchanged. Taking f from one convention and n2 from the other makes μ wrong by a factor of two.

Q. Grant W(r,r). Why compare it with an error function, and where does √π/2 come from?

A. Range-separated density-functional theory splits 1/r12 into erf(μ r12)/r12 and the short-range remainder, and functionals for the correlation energy due to the remainder exist as functions of μ. The long-range piece is, like W, finite at zero, and it tends to 1/r12 as μ grows, as W does when the basis becomes complete. It is also Coulombic at large distance, which W in a finite basis need not be (see the single-Gaussian case below). If W near r resembles erf(μ r12)/r12 for some μ(r), those functionals evaluated with μ(r) estimate the correlation energy the basis misses. That last step is an approximation; the definition of μ(r) is exact algebra.

Integrate exp(−t²) = 1 − t² + … term by term in erf(x) = (2/√π)∫₀ˣ exp(−t²) dt to get erf(x) = (2/√π)(x − x³/3 + …). Put x = μ r12 and divide by r12:

erf(μ r12)/r12 = (2μ/√π)(1 − μ² r12²/3 + …).

The value at r12 = 0 is 2μ/√π. Setting it equal to W(r,r) and solving,

μ(r) = (√π/2) W(r,r).

In atomic units e²/(4πε0) = 1, so W in hartree is numerically an inverse length in bohr⁻¹. The formula holds in those units only; W in eV does not give μ in Å⁻¹. Dropping the factor, which amounts to taking erf(x) ≈ x, overestimates μ, since √π/2 = 0.886227.

If one instead demands erf(μ_ε ε)/ε = W(r,r) at a small distance ε, the series gives μ_ε(1 − μ_ε² ε²/3) = μ, and replacing μ_ε by μ in the small term gives μ_ε − μ = μ³ε²/3. At the oxygen point with ε = 0.001 bohr, root finding gives a shift of 2.9899 × 10⁻⁶ bohr⁻¹, equal to this formula to all digits shown.

Q. Is the error function anything more than a convenient curve?

A. It is the repulsion of two smeared charges. A unit charge (b/π)^(3/2) exp(−b r²) has the Fourier transform exp(−k²/4b), and 1/r has 4π/k². Two such charges a distance R apart repel with ∫d³k/(2π)³ (4π/k²) exp(−k²/2b) exp(ik·R). The angular integral of exp(ik·R) is 4π sin(kR)/(kR), the k² of the volume element cancels 1/k², and 4π·4π/(8π³) = 2/π. With b = 2μ²,

V(R) = (2/π) ∫₀^∞ exp(−k²/4μ²) sin(kR)/(kR) dk.

Differentiate R V(R): the integrand becomes exp(−k²/4μ²) cos(kR), whose integral from 0 to ∞ is μ√π exp(−μ²R²). Thus d(RV)/dR = (2μ/√π) exp(−μ²R²), which is the derivative of erf(μR). Both vanish at R = 0, so V = erf(μR)/R. The length 1/μ measures the smearing.

Q. The general f needs a two-body density matrix. What remains for a Hartree-Fock state?

A. Let the occupied orbitals be φ_i^α = Σ_p U^α_pi φ_p and φ_j^β = Σ_p U^β_pj φ_p, which may differ (UHF) or be shared (RHF, ROHF). In Γ move a_rα to the left past a_sβ and a†_uβ. Operators of different spin anticommute, and the two signs cancel:

Γ(tu,rs) = ⟨a†_tα a_rα a†_uβ a_sβ⟩.

Complete each occupied set to an orthonormal basis of B with operators b, so that a_rα = Σ_k U^α_rk b_kα and likewise for β. The expectation value ⟨b†_kα b_lα b†_mβ b_nβ⟩ in the determinant is 1 if k = l and m = n are both occupied. Otherwise the operators give zero or a different, orthogonal determinant. Hence

Γ(tu,rs) = Σ_{i∈α} U^α_ti U^α_ri · Σ_{j∈β} U^β_uj U^β_sj,

with i and j over occupied orbitals. There is no exchange term, because exchange needs equal spins. In n2 the sums over t and r each rebuild φ_i^α(r1), and those over u and s rebuild φ_j^β(r2), so n2 = n_α(r1) n_β(r2) with n_σ = Σ (φ^σ)². In f the sums over t and u rebuild φ_i^α(r1) and φ_j^β(r2), while the sums over r and s act inside the integral and turn (pr|qs) into (pi|qj), with i an α orbital and j a β orbital. At coalescence,

f(r,r) = Σ_{p,q∈B} Σ_{i∈α} Σ_{j∈β} φ_p(r) φ_i^α(r) (pi|qj) φ_q(r) φ_j^β(r),

μ(r) = (√π/2) f(r,r) / [n_α(r) n_β(r)].

The indices p and q run over all of B, occupied and virtual. Restricting them to occupied orbitals still satisfies the sum rule in a closed shell, but then P is the projector on the occupied space and μ changes with the basis only through the occupied orbitals themselves, so it stays finite instead of growing as B becomes complete. In the bracket notation with electron order 1,2,1,2 the integral is ⟨pq|ij⟩, which is (pi|qj) and differs from (pq|ij). In the frozen-core variant i, j and the densities are restricted to valence orbitals while p and q still cover B.

Q. That fourfold sum hides whatever it means. Does it depend on my choice of orbitals, and is it even positive?

A. Write out the integral and collect the factors of each electron. With γ_σ(r,r') = Σ_occ φ^σ(r)φ^σ(r'), the sum over p gives P and the sum over i gives γ_α, and likewise for q and j:

W(r1,r2) = ∫∫ ρ_α(r'|r1) ρ_β(r''|r2) / |r' − r''| dr' dr'',

ρ_σ(r'|r) = P(r,r') γ_σ(r,r') / n_σ(r).

P and γ_σ are projector kernels, unchanged by orthogonal mixing of the functions that build them, so W is invariant under rotations of the basis of B and of each occupied set. Occupied orbitals lie in B, so ∫P(r,r')φ_i^σ(r') dr' = φ_i^σ(r), and ∫ρ_σ dr' = Σ(φ_i^σ(r))²/n_σ(r) = 1. W(r,r) is thus the Coulomb repulsion of two unit charge clouds. As P tends to δ(r − r') they shrink to points, since γ_σ(r,r) = n_σ(r). This is the same structure as the two Gaussians above, and μ replaces the true clouds by Gaussians with the same repulsion at zero separation.

For atomic orbitals χ with overlap matrix S, write φ_p = Σ_κ χ_κ C_κp. From CᵀSC = 1 with C square, S⁻¹ = CCᵀ, so P(r,r') = χ(r)ᵀS⁻¹χ(r'). With γ_σ = χᵀ D_σ χ,

W(r,r) = Σ M^α_κλ (κλ|ντ) M^β_ντ,   M^σ_κλ = [S⁻¹χ(r)]_κ [D_σχ(r)]_λ / n_σ(r).

Summing p and q over raw atomic orbitals without S⁻¹ is wrong.

For the sign, go to Fourier space: W(r,r) = ∫d³k/(2π)³ (4π/k²) ρ̃_α(k)* ρ̃_β(k). In a closed-shell determinant the two clouds coincide, the integrand is (4π/k²)|ρ̃|² ≥ 0, and ρ̃ is continuous with ρ̃(0) = 1, so W > 0. With different clouds there is no such argument, because the clouds need not be positive. Take one α electron in the oxygen 2s orbital and one β electron in the 1s orbital. One factor φ_2s φ_1s cancels between f and n2, leaving W(r,r) = PP[φ_2sφ_1s/r12](r,r)/(φ_2s(r)φ_1s(r)). The denominator changes sign at the 2s node, at 0.2783 bohr (0.1473 Å) in cc-pVTZ, and the numerator does not vanish there. W is 656.5 hartree at 10⁻⁴ bohr inside the node and −648.3 hartree at 10⁻⁴ bohr outside: a pole. A negative μ has no meaning as a range parameter. Where n2(r,r) = 0, for instance everywhere in a one-electron or fully spin-polarized system, W is undefined. The convention is μ = ∞, which makes the short-range remainder and the correction vanish.

Q. You matched one value. Does erf(μ r12)/r12 follow W away from coalescence?

A. Not in general, as two exact cases show. Let B be a single normalized Gaussian φ ∝ exp(−a r²) holding both electrons. Then P = γ = φ(r)φ(r'), n_σ = φ(r)², and ρ = φ(r')², a unit Gaussian of exponent b = 2a that does not depend on r. W is the constant V(0) with 2μ² = 2a, so μ = √a and W = 2√(a/π) for all r1 and r2. For the chosen a = 0.75 bohr⁻², W = 0.977205 hartree (26.5911 eV) and μ = 0.886227 × 0.977205 = 0.866025 bohr⁻¹. W never decays, while the erf form does. The basis is too poor to tell near from far.

Now let B be all plane waves with |k| ≤ k_c in a box of side L, with both electrons at k = 0. The set is symmetric under k → −k, so it can be spanned by real sines and cosines. Here γ_σ = n_σ = 1/L³, so ρ = P. For a large box P(r,r') = ∫d³k/(2π)³ exp(ik·(r − r')) over |k| ≤ k_c, whose transform is 1 inside the sphere and 0 outside, and so is its square. The Fourier steps used for V(R) give

W(R) = (2/π) ∫₀^{k_c} sin(kR)/(kR) dk = (2/π) Si(k_c R)/R,   Si(x) = ∫₀ˣ sin(t)/t dt.

From sin(t)/t = 1 − t²/6 + …, Si(x) = x − x³/18 + …, so W(R) = (2k_c/π)(1 − k_c²R²/18 + …) and μ = (√π/2)(2k_c/π) = k_c/√π. Since Si(∞) = π/2, W tends to 1/R for k_c → ∞, and μ diverges in proportion to the cutoff. The matched erf has relative curvature μ²/3 = k_c²/(3π) = 0.1061 k_c², against k_c²/18 = 0.0556 k_c². For k_c = 2 bohr⁻¹, W(0) = 1.273240 hartree (34.6466 eV) and μ = 1.128379 bohr⁻¹. At R = 1.5 bohr, W = 0.78459 hartree, the matched erf gives 0.65555, and 1/R = 0.66667. W lies above the bare Coulomb value there, because Si overshoots π/2 under a sharp cutoff, which erf, being below 1, cannot imitate.

Q. Then show me the oxygen number in full.

A. The chosen system is the triplet O atom at the UHF level, with five α and three β electrons and the β 2p electron along z. In cc-pVTZ (30 functions, E = −74.811757 hartree = −2035.732 eV), at r = (0, 0, 1 bohr):

n2 = n_α n_β = 0.225989 × 0.237419 = 0.053654 bohr⁻⁶

W = f/n2 = 0.125792 / 0.053654 = 2.3445 hartree (2.344494 unrounded), and 2.344494 × 27.211386 = 63.7969 eV

μ = 0.886227 × 2.344494 = 2.07775 bohr⁻¹, and 2.077753 / 0.529177 = 3.92639 Å⁻¹

1/μ = 0.481289 bohr = 0.254687 Å

The β density exceeds the α density here although α electrons are the majority. On the z axis 2p_x and 2p_y vanish, so both spins contribute only 1s, 2s and 2p_z, and the difference comes from the shapes of the α and β orbitals. The frozen-core value is 2.075054 bohr⁻¹ (3.921284 Å⁻¹), close to the full one, as the 1s orbital is small at this distance.

The values of μ in bohr⁻¹ at the origin, at z = 0.5, 1 and 2 bohr, and at x = 1 bohr are

6-31G, UHF: 4.3873, 1.4592, 1.0448, 0.5217, 1.1218

6-31G, FCI: 4.3879, 1.4836, 1.0343, 0.5276, 1.1102

cc-pVDZ, UHF: 4.3880, 1.6393, 1.6117, 0.6584, 1.6182

cc-pVTZ, UHF: 6.1311, 2.6295, 2.0778, 1.0315, 2.0511

cc-pVQZ, UHF: 13.3100, 3.4549, 2.7680, 1.3248, 2.7823

The mean ∫(n_α + n_β) μ dr / 8 is 2.061, 2.602 and 3.312 bohr⁻¹ (3.894, 4.916 and 6.258 Å⁻¹) for the three cc-pVXZ sets. μ grows with the basis at each of these points. Among the four points on the z axis it is largest at the nucleus, where tight functions sit, and smaller at each point farther out. A few points do not fix the profile: μ(r) need not be monotone between or beyond them, its maximum need not lie exactly at the nucleus, and the ordering by basis need not hold at other points, near the nucleus or far from it. In 6-31G, the only basis where it was run, full configuration interaction changes μ at these five points by under 2 percent, so the determinant formula, which needs no correlated two-body density matrix, is adequate at these points in that basis; this is an observation for this atom and this basis, and it could fail where correlation strongly depletes n2(r,r). At the origin 6-31G and cc-pVDZ almost agree. Only s functions are nonzero there, so P(0,r') is built from them alone, and both sets have three. The count alone does not force the near equality, which also depends on the exponents and contractions. At z = 1 bohr they differ strongly, consistent with the d shell that only cc-pVDZ has. The values at z = 1 and x = 1 bohr are close in the cc-pVXZ sets and their order alternates with the basis, although the β density on the z axis exceeds that on the x axis by more than a factor 1.5 in cc-pVTZ. Between these two points μ differs far less than the β density does, while at each of them it changes strongly from one basis to the next.

Q. How much of this was tested by a route that does not assume the formula?

A. The numerical check below obtains the limit and the series symbolically, integrates V(R) numerically, and finds μ_ε by root finding. It expands the UHF determinant as an explicit configuration vector, builds Γ from it, and recovers the determinant formula from the general f. It confirms that the same-spin f and n2 vanish at coalescence for the UHF and FCI states. It tests the sum rule by integrating n2/r12 on a real-space grid without four-index integrals: 17.503594 hartree on both sides for UHF and 17.368780 for FCI in 6-31G. At the worked point the grid gives both cloud charges as 1.000000 and their repulsion as 2.344494 hartree. It also tests the atomic-orbital form, invariance under random rotations of the occupied orbitals together with a change to the Löwdin basis of B, closed-shell positivity, the pole and the Gaussian case. For plane waves it sums (1/L³)Σ 4π/k² with k = 2πn/L, which is (1/πL)Σ 1/n², omitting k = 0. The omitted cell has size 1/L and costs an error of order 1/L: W(0) is 1.21332, 1.24307 and 1.25786 hartree for L = 47.12, 94.25 and 188.50 bohr, and the deficit from 1.27324 roughly halves each time. That shift cancels in W(1.5) − W(0), which is −0.48905, −0.48867 and −0.48835 hartree against −0.48865 from the formula. These do not approach the limit monotonically, which a sharp cutoff allows: each lattice point near |k| = k_c contributes (4π/(k_c²L³))(cos(k·R) − 1) to the difference, so a surplus or deficit of points inside the sphere shifts it irregularly with L. The program does not isolate this effect.

Computed results

```
1 hartree = 27.211386 eV ; 1 bohr = 0.529177 angstrom ; sqrt(pi)/2 = 0.886227
6-31G UHF: E = -74.780310 Eh ; int f = 17.503594 Eh ; int n2/r12 = 17.503594 Eh
6-31G FCI: E = -74.839408 Eh ; int f = 17.368780 Eh ; int n2/r12 = 17.368780 Eh
points (bohr): origin, z=0.5, z=1, z=2, x=1
6-31G UHF mu (1/bohr): 4.3873 1.4592 1.0448 0.5217 1.1218
6-31G FCI mu (1/bohr): 4.3879 1.4836 1.0343 0.5276 1.1102
cc-pvdz: 14 functions, E_UHF = -74.792166 Eh = -2035.199 eV
  mu (1/bohr):     4.3880 1.6393 1.6117 0.6584 1.6182
  mu (1/angstrom): 8.2922 3.0978 3.0457 1.2442 3.0580
  density-weighted mean mu = 2.061 1/bohr = 3.894 1/angstrom
cc-pvtz: 30 functions, E_UHF = -74.811757 Eh = -2035.732 eV
  mu (1/bohr):     6.1311 2.6295 2.0778 1.0315 2.0511
  mu (1/angstrom): 11.5862 4.9691 3.9264 1.9492 3.8759
  density-weighted mean mu = 2.602 1/bohr = 4.916 1/angstrom
cc-pvqz: 55 functions, E_UHF = -74.817295 Eh = -2035.882 eV
  mu (1/bohr):     13.3100 3.4549 2.7680 1.3248 2.7823
  mu (1/angstrom): 25.1523 6.5288 5.2308 2.5035 5.2578
  density-weighted mean mu = 3.312 1/bohr = 6.258 1/angstrom
worked point: cc-pVTZ, r = (0,0,1) bohr = 0.5292 angstrom from nucleus
  n_alpha = 0.225989 , n_beta = 0.237419 bohr^-3 ; n2 = 0.053654 bohr^-6
  f = 0.125792 Eh bohr^-6 ; W = 2.344494 Eh = 63.7969 eV
  mu = 2.077753 1/bohr = 3.926385 1/angstrom
  1/mu = 0.481289 bohr = 0.254687 angstrom
  match at r12 = 0.001 bohr: mu shift = 2.9899e-06 1/bohr, mu^3 eps^2/3 = 2.9899e-06
  real-space route: charges 1.000000, 1.000000 ; W = 2.344494 Eh
  frozen-core mu = 2.075054 1/bohr = 3.921284 1/angstrom
2s(alpha)1s(beta), cc-pVTZ: 2s node at 0.2783 bohr = 0.1473 angstrom
  W at node -/+ 1e-4 bohr = 656.5 , -648.3 Eh
one Gaussian, a = 0.75 bohr^-2: W = 0.977205 Eh = 26.5911 eV, mu = 0.866025 1/bohr
plane waves, kc = 2.0 1/bohr: 2kc/pi = 1.273240 Eh = 34.6466 eV, mu = 1.128379 1/bohr
  N = 15, L = 47.12 bohr: W(0) = 1.21332 Eh, W(1.5)-W(0) = -0.48905 Eh
  N = 30, L = 94.25 bohr: W(0) = 1.24307 Eh, W(1.5)-W(0) = -0.48867 Eh
  N = 60, L = 188.50 bohr: W(0) = 1.25786 Eh, W(1.5)-W(0) = -0.48835 Eh
  formula: W(1.5 bohr) = 0.78459 Eh, difference to W(0) = -0.48865 Eh
  matched erf at 1.5 bohr = 0.65555 Eh ; 1/r12 = 0.66667 Eh
  curvature / kc^2: exact 1/18 = 0.0556 , erf 1/(3 pi) = 0.1061
```
